\section*{Why thin [100] silicon wires have a direct gap}

\section{A minimum that has moved}

In a tight-binding model of bulk silicon the conduction minimum lies at 0.813 of the distance from the zone centre to the X point, and the gap is 1.147 eV. The same model, solved for a square wire 1.77 nm on a side with its axis along [100], puts the conduction minimum at zero axial wavevector. The valence maximum is there too, and the gap is 2.110 eV. Near the place where two of the bulk valleys should appear, the lowest conduction state is 0.19 eV higher.

Confinement explains a wider gap. It does not by itself explain why the minimum sits at zero. Two ingredients are needed: a projection, which places some valleys at zero, and an anisotropic mass, which makes those valleys the lowest. The valence band needs a separate examination.

The wire axis is $x$, the cubic lattice constant is $a=0.5431$ nm, and masses are in units of the free-electron mass $m_0$. The wire is unstrained, and its surface is passivated so that no surface states lie in the gap. A gap is called direct when both band edges have the same axial wavevector. This says that a transition needs no axial momentum from a phonon; it does not say that the transition is strong.

\section{First contribution: projection}

Bulk silicon has six equivalent conduction valleys, centred at
\begin{equation}
(\pm k_0,0,0),\qquad (0,\pm k_0,0),\qquad (0,0,\pm k_0),\qquad k_0=0.813\,\frac{2\pi}{a}.
\end{equation}
A wire is periodic along $x$ alone, so of the three components only $k_x$ still labels the states. The walls mix different values of $k_y$ and $k_z$. The four valleys on the $y$ and $z$ axes have $k_x=0$ at their centres, and that is where their wire subbands are centred.

The two $x$ valleys keep $k_x=\pm k_0$. The wire repeats with period $a$, so axial wavevectors differing by $2\pi/a$ are equivalent and the zone edge is $\pi/a$. Since $k_0$ exceeds $\pi/a$, it folds to
\begin{equation}
\left|k_0-\frac{2\pi}{a}\right|=2(1-0.813)\frac{\pi}{a}\simeq0.37\,\frac{\pi}{a}.
\end{equation}
Folding relabels these valleys but does not bring them to zero.

Projection depends on the axis. Along [111] the unit vector is $(1,1,1)/\sqrt3$, and every valley has an axial component of magnitude $k_0/\sqrt3$. No group of valleys is singled out, so the present argument gives no reason for a direct gap in a [111] wire.

Even for [100], projection leaves the question half answered. In bulk all six valleys have the same energy. If confinement raised them equally, the wire would have degenerate minima at zero and at $0.37\,\pi/a$.

\section{Second contribution: the transverse masses}

Each valley has a heavy mass $m_l$ along its own axis and a light mass $m_t$ across it. Second differences of the bulk tight-binding band at its minimum give $m_l=0.891$ and $m_t=0.201$. The masses in the two confined directions $(y,z)$ are therefore
\begin{align}
y\text{ valleys}&:\ (m_l,m_t), & z\text{ valleys}&:\ (m_t,m_l), & x\text{ valleys}&:\ (m_t,m_t).
\end{align}
The four valleys at $k_x=0$ have one heavy confined direction; the $x$ valleys have none, because their heavy direction runs along the wire.

Take parabolic valleys and hard walls at $y,z=\pm W/2$. The ground envelope is
\begin{equation}
\phi=\frac{2}{W}\cos(qy)\cos(qz),\qquad q=\frac{\pi}{W},
\end{equation}
which vanishes at the walls. Each second derivative brings down $-q^2$, so a direction with mass $m$ contributes $\hbar^2q^2/(2m_0m)$. With
\begin{equation}
E_1=\frac{\hbar^2\pi^2}{2m_0W^2}
\end{equation}
the energies above the bulk conduction edge are
\begin{align}
E_4&=E_1\left(\frac1{m_l}+\frac1{m_t}\right),\\
E_2&=E_1\,\frac{2}{m_t},
\end{align}
for the four valleys and the two valleys respectively. One light-mass term is common to both and cancels in the difference:
\begin{equation}
\Delta=E_2-E_4=E_1\left(\frac1{m_t}-\frac1{m_l}\right)>0 .
\label{eq:offset}
\end{equation}
The sign follows from $m_l>m_t$. With equal masses $\Delta$ would vanish, however narrow the wire.

The example wire has 13 atomic planes per side, spaced by $a/4$, so $W=13a/4=1.765$ nm and $E_1=0.1207$ eV. Then
\begin{align}
E_4&=0.1207\left(\frac1{0.891}+\frac1{0.201}\right)=0.74\ \text{eV},\\
E_2&=0.1207\times\frac{2}{0.201}=1.20\ \text{eV},
\end{align}
and $\Delta=0.46$ eV. These energies are large for a parabolic theory, so the magnitude needs correction, which comes below.

\subsection{The order does not depend on a square shape}

Let the cross-section be any connected region unchanged by a quarter turn, with hard walls. Let $\phi$ be the real, normalized ground envelope of the $x$ valleys. Their confined masses are equal, so the Hamiltonian has the symmetry of the region. Its ground state is nondegenerate and keeps that symmetry up to a sign. Hence
\begin{equation}
A\equiv\int(\partial_y\phi)^2\,dy\,dz=\int(\partial_z\phi)^2\,dy\,dz,
\qquad E_2=\frac{\hbar^2}{2m_0m_t}(A+A)=\frac{\hbar^2A}{m_0m_t}.
\end{equation}
Now use the same $\phi$ as a trial function for a $y$ valley. A trial energy cannot lie below the ground energy, so
\begin{equation}
E_4\le\frac{\hbar^2A}{2m_0}\left(\frac1{m_l}+\frac1{m_t}\right)
=\frac{E_2}{2}\left(1+\frac{m_t}{m_l}\right)<E_2 .
\label{eq:bound}
\end{equation}
For the square, $\phi$ is the true ground state of both problems and the first relation is an equality. For a circle of diameter 1.765 nm, the converged energies are $E_2=1.406$ eV and $E_4=0.849$ eV. The bound is $1.406(1+0.201/0.891)/2=0.862$ eV, slightly above $E_4$. A finite-difference grid with 49 points across the circle, whose edge is a staircase, gives energies about 2\% lower but the same order.

If a soft potential with the same symmetry, equal for all valleys, replaces the hard walls, its expectation value in $\phi$ enters both energies. The kinetic part alone changes, and
\begin{equation}
E_4\le E_2-\frac{\hbar^2A}{2m_0}\left(\frac1{m_t}-\frac1{m_l}\right).
\end{equation}
The order survives within effective-mass theory.

\subsection{A fin: unequal sides}

For a rectangle with sides $W_y<W_z$, the hard-wall energy of each valley is again a sum of two terms. Subtracting those of the $y$ and $z$ valleys from that of the $x$ valleys gives
\begin{align}
E_x-E_y&=\frac{\hbar^2\pi^2}{2m_0W_y^2}\left(\frac1{m_t}-\frac1{m_l}\right),\\
E_x-E_z&=\frac{\hbar^2\pi^2}{2m_0W_z^2}\left(\frac1{m_t}-\frac1{m_l}\right).
\end{align}
The group of four splits. In a tall, thin fin the two valleys whose heavy axis crosses the thin direction are lowest, and they still project to $k_x=0$. The $z$ valleys become nearly degenerate with the $x$ valleys. The conduction minimum stays at zero, with two valleys behind it instead of four.

\section{Third contribution: the valence edge}

The valley argument concerns electrons. Bulk holes have their maximum at the zone centre, but confinement mixes several valence bands, and such mixing could move the wire maximum away from $k_x=0$. Its position has to be computed.

The model used here has ten orbitals per atom ($sp^3d^5s^*$) with nearest-neighbour coupling and parameters fitted to bulk silicon. The wire has $\{100\}$ faces and 81 atoms per period, after removal of corner atoms held by a single bond. Each dangling hybrid is raised by 30 eV, which removes it from the gap. The size of this shift is arbitrary: with 15 or 100 eV instead, the gap and the valley offset each change by up to about 0.01 eV. The Hamiltonian is diagonalized numerically at each axial wavevector $f=k_x/(\pi/a)$, without effective masses. Spin-orbit coupling is omitted at first. The edges, in eV on the energy scale of the model, are
\begin{center}
\begin{tabular}{ccc}
$f$ & conduction & valence\\
0.00 & 1.686 & $-0.425$\\
0.08 & 1.707 & $-0.442$\\
0.16 & 1.770 & $-0.489$\\
0.24 & 1.858 & $-0.500$\\
0.32 & 1.874 & $-0.506$\\
0.38 & 1.879 & $-0.535$\\
0.44 & 1.893 & $-0.585$\\
1.00 & 2.389 & $-1.370$
\end{tabular}
\end{center}
The valence edge is highest at $f=0$ and has fallen by 17 meV at $f=0.08$. With spin-orbit coupling included the fall is still 17 meV. Together with the conduction minimum, this makes the gap of this model wire direct. At three other widths, from 1.22 to 2.85 nm, the valence edge at $f=0.08$ lies 15 to 17 meV below its value at zero. For those wires the evidence is this pair of points, not a full scan.

\section{Which valleys made the wire states?}

The parentage of a wire state can be read from its Fourier content. The lowest state at $k_x=0$ is strongest at $(k_y,k_z)=(0,0.80)$ in units of $2\pi/a$, on a grid of spacing 0.05. That is a $z$ valley. The $y$ valleys are equivalent to it by symmetry, and the numerical solution picks one combination from a nearly degenerate set. At $f=0.38$ the unfolded axial wavevector is $0.38/2-1=-0.81$ in the same units, and there the state is strongest at $(0,0)$. That is an $x$ valley. The projection argument thus identifies both states correctly.

At the sampled points the $x$ valleys show no separate dip in the lowest conduction band of this wire. The band rises throughout the table and flattens between $f=0.24$ and $0.44$. A finer scan from $f=0.24$ to $0.36$, in steps of 0.02, also rises at every step. The height of this flat part above the band minimum at $k_x=0$, read at $f=0.32$, is $1.874-1.686=0.188$ eV.

\section{Why the offset is smaller than the parabolic value}

Equation~\eqref{eq:offset} gave 0.46 eV; the atomistic wire gives 0.19 eV. The conduction band itself contains a clue. Between $f=0$ and $f=0.08$ it rises by 21.4 meV. Parabolic theory assigns the four valleys the light mass $m_t$ along the wire. The mass $m_\parallel$ that fits the rise follows from
\begin{equation}
\frac{\hbar^2k_x^2}{2m_0}=E_1\left(\frac{k_xW}{\pi}\right)^2
=0.1207\left(\frac{0.08\times1.765}{0.5431}\right)^2=0.0082\ \text{eV},
\end{equation}
so $m_\parallel=0.0082/0.0214\simeq0.38$, nearly twice the bulk $m_t$.

One coupling contributes to both discrepancies. Near X two conduction bands approach each other, and for an $x$ valley the coupling between them is proportional to $k_yk_z$. In second order this pushes the lower band down by an amount proportional to the square of the coupling:
\begin{equation}
\delta E_x=-D\,k_y^2k_z^2,\qquad D>0 .
\end{equation}
The corresponding term for a $y$ valley is $-Dk_x^2k_z^2$. It vanishes at $k_x=0$, so it leaves the band edge of the four valleys alone but changes their axial mass. In the ground envelope $\langle k_z^2\rangle=q^2$, and hence
\begin{equation}
\frac{\hbar^2}{2m_0m_\parallel}=\frac{\hbar^2}{2m_0m_t}-Dq^2
\quad\Longrightarrow\quad
Dq^2=\frac{\hbar^2}{2m_0}\left(\frac1{m_t}-\frac1{m_\parallel}\right).
\end{equation}
For the $x$ valleys both momenta in the product are confined. Integration by parts gives $\langle k_y^2k_z^2\rangle=\int(\partial_y\partial_z\phi)^2\,dy\,dz=q^4$. Their energy falls by
\begin{equation}
Dq^4=E_1\left(\frac1{m_t}-\frac1{m_\parallel}\right)
=0.1207\left(\frac1{0.201}-\frac1{0.38}\right)\simeq0.28\ \text{eV}.
\end{equation}
Subtracting this from equation~\eqref{eq:offset} cancels $1/m_t$ and leaves
\begin{equation}
\Delta\simeq E_1\left(\frac1{m_\parallel}-\frac1{m_l}\right)\simeq0.18\ \text{eV},
\end{equation}
close to the atomistic 0.19 eV. The close agreement is partly luck. The fit needs $D=0.028$ eV\,nm$^4$, whereas the bulk band near its minimum has $D=0.10$ eV\,nm$^4$, which would make the axial mass in this formula negative. Second order in the bulk coupling therefore fails at this width, and $D$ is here only a fitted number. Solving the two coupled bands between hard walls, with the bulk coupling and the bulk separation of 0.88 eV, gives $m_\parallel\simeq0.35$ if the separation is held fixed for the $y$ valleys and about 0.365 if the motion along their axis is confined as well, but lowers the $x$ valleys by only 0.14 to 0.15 eV. The coupling thus accounts for most of the increase in axial mass and about half of the reduction in the offset. The rest is not explained here.

A cruder way to include nonparabolicity is to evaluate the bulk band at the confinement wavevector:
\begin{equation}
\Delta_{\rm s}=E(k_0,q,q)-\tfrac12\left[E(0,k_0+q,q)+E(0,k_0-q,q)\right].
\end{equation}
The table compares it with the other two offsets, in eV. The atomistic entry is the lower of the conduction energies at $f=0.33$ and $0.39$, measured from $f=0$.
\begin{center}
\begin{tabular}{cccc}
$W$ (nm) & atomistic & parabolic & $\Delta_{\rm s}$\\
1.22 & 0.25 & 0.97 & $-0.35$\\
1.77 & 0.19 & 0.46 & $-0.08$\\
2.31 & 0.14 & 0.27 & $0.03$\\
2.85 & 0.10 & 0.18 & $0.06$
\end{tabular}
\end{center}
For the two thinnest wires $\Delta_{\rm s}$ has the wrong sign. At 1.22 nm, $q=0.22$ in units of $2\pi/a$, so $k_0+q$ lies beyond X, where the lowest band no longer belongs to the intended valley. This does not explain the sign: following the intended valley past X gives $-0.41$ eV instead of $-0.35$ eV. A possible cause is that $k_yk_z$ acting on the cosine envelope produces sines that do not vanish at the walls. The confined states can then follow the bulk coupling only in part, and bulk sampling overstates the lowering of the $x$ valleys. The two-band calculation supports this at 1.77 nm: between hard walls the coupling lowers the $x$ valleys by 0.14 to 0.15 eV, while the same two bands sampled at $(k_y,k_z)=(q,q)$ give 0.60 eV. The corresponding term of the tight-binding band, $2E(k_0,q,0)-E(k_0,q,q)-E(k_0,0,0)$, is 0.50 eV.

The comparison also limits what the mass argument can claim. It gives the right order and a clear cause, but in wires this thin the bulk nonparabolicity is as large as the effect itself, and the sign needs the atomistic calculation to confirm it. The parabolic formula improves with width: the atomistic offset is 0.41 of the parabolic one at 1.77 nm and 0.58 at 2.85 nm. Only in the 1.77 nm wire were the states traced to their valleys. At the other three widths the atomistic entry is, strictly, the height of the lowest band near the expected position of the $x$ valleys.

\section{Smaller contributions and the limits of the result}

\paragraph{Splitting among the four valleys.} The walls also couple the four valleys at $k_x=0$. In the example their lowest levels spread over 5 meV, small beside the offset.

\paragraph{Spin-orbit coupling.} It splits the bulk valence edge by 47 meV in this model, but changes the conduction energy at $f=0.38$, measured from $f=0$, by only about 0.1 meV.

\paragraph{Temperature.} At 300 K, $kT=25.9$ meV. For nondegenerate electrons in one-dimensional subbands, the density in each valley is proportional to $\sqrt m\,e^{-E/kT}$, with $m$ the axial mass. Counting the lowest subband of each valley and using bulk masses,
\begin{equation}
\frac{n_2}{n_4}=\frac{2\sqrt{m_l}}{4\sqrt{m_t}}\,e^{-\Delta/kT}\simeq7\times10^{-4}
\end{equation}
for $\Delta=0.188$ eV. Almost all electrons are then in the four valleys.

\paragraph{Width.} The parabolic offset falls as $1/W^2$ and equals $kT$ at 7.5 nm. The atomistic offset is smaller: at 6.65 nm it is 27 meV, against 33 meV in parabolic theory, so in the atomistic model the crossover comes just under 7 nm. Beyond it the minimum may still be at zero, but its effect fades gradually. For nondegenerate electrons at 300 K, parabolic theory with all subbands counted puts 19\% of the electrons in the $x$ valleys at 7 nm and 25\% at 10 nm, against one third in bulk. This is the sense of ``thin''.

\paragraph{Strain.} A valley on axis $i$ shifts by $\Xi_u\varepsilon_{ii}$ plus a term common to all valleys. Compress the wire along its axis by a fraction $s$ and let its sides expand freely: $\varepsilon_{xx}=-s$ and $\varepsilon_{yy}=\varepsilon_{zz}=\nu s$. The $x$ valleys then move relative to the others by
\begin{equation}
\Xi_u(\varepsilon_{xx}-\varepsilon_{yy})=-\Xi_u(1+\nu)s .
\end{equation}
If the wire valleys shift as the bulk ones do, the rough bulk values $\Xi_u=9$ eV and $\nu=0.28$ give a cancelled offset at $s=0.188/(9\times1.28)\simeq1.6\%$. Greater compression would then move the conduction minimum away from $k_x=0$. Axial tension increases the offset.

\paragraph{Real wires.} For a thicker [100] wire, 5 nm square, the parabolic offset is $0.464(1.765/5)^2\simeq0.06$ eV, about two $kT$ at 300 K; the atomistic model gives 0.043 eV, or 1.7 $kT$. Real surfaces are also rough. One extra plane changes $W$ by 0.14 nm, or one part in 13; if both sides of the square change, parabolic theory moves the conduction edge by about $2(1/13)\times0.74\simeq0.11$ eV. In the atomistic model the edge moves by about 0.07 eV and the offset by about 0.02 eV. Roughness therefore disturbs the energy of the edge more than the order of the valleys, although it also breaks the conservation of $k_x$ on which the word ``direct'' rests. The computed gap of 2.11 eV leaves out surface reconstruction, dielectric corrections and electron--hole attraction, and should not be read as a predicted optical threshold.
